# Control variates for twist-averaged quantum Monte Carlo energies

Suppose quantum Monte Carlo (QMC) energies have been computed at a dozen random twists, and the error bar of their average is too large. One can pay for more QMC twists, or compute a cheap mean-field energy at the same twists and on a dense set, and use it to correct the average. The choice depends on $r$, the correlation across twists between the two energies. With the best coefficient the correction multiplies the variance by $1-r^2$, so the same error without it would need $1/(1-r^2)$ times as many QMC twists.

## What is averaged

In a periodic cell, moving one electron across the cell in direction $\alpha$ multiplies the wave function by $e^{i\theta_\alpha}$. The twist $\theta$ is uniform over $-\pi\le\theta_\alpha<\pi$, and $\langle\cdot\rangle$ denotes the average over it. The cell and the particle numbers are fixed.

Let $E(\theta)$ be the energy that QMC would return at twist $\theta$ after infinitely long sampling. It includes any bias from the trial function. The target is $\bar E=\langle E\rangle$. Runs at $n$ independent random twists give

$$Y_i=E(\theta_i)+\eta_i ,$$

where the noise $\eta_i$ has zero mean at fixed twist and variance $s^2(\theta_i)$, and is independent between runs.

Let $C(\theta)$ be a Hartree-Fock (HF) or density-functional energy for the same cell and particle numbers, with twist average $\mu_C=\langle C\rangle$. It must be a definite function of $\theta$, but need not be accurate. Bars denote means over the $n$ twists. The corrected estimate is

$$\hat E_\beta=\bar Y-\beta(\bar C-\mu_C).$$

If the sampled twists happen to have too high a cheap energy, the QMC average is lowered in proportion. For any $\beta$ fixed independently of these data, the bracket has zero mean, so $\hat E_\beta$ is unbiased. A constant error in $C$ cancels between $\bar C$ and $\mu_C$.

## The factor $1-r^2$

The pairs $(Y_i,C_i)$ are independent and identically distributed, so the variance of a mean is that of one term divided by $n$:

$$n\,\mathrm{Var}\,\hat E_\beta=\mathrm{Var}\,Y-2\beta\,\mathrm{Cov}(Y,C)+\beta^2\,\mathrm{Var}\,C .$$

Define $\beta^*=\mathrm{Cov}(Y,C)/\mathrm{Var}\,C$ and $r^2=\mathrm{Cov}(Y,C)^2/(\mathrm{Var}\,Y\,\mathrm{Var}\,C)$. The last two terms equal $(\beta-\beta^*)^2\mathrm{Var}\,C-\beta^{*2}\mathrm{Var}\,C$, and $\beta^{*2}\mathrm{Var}\,C=r^2\,\mathrm{Var}\,Y$. Hence

$$n\,\mathrm{Var}\,\hat E_\beta=(1-r^2)\,\mathrm{Var}\,Y+(\beta-\beta^*)^2\,\mathrm{Var}\,C .$$

The minimum, at $\beta=\beta^*$, is $(1-r^2)\mathrm{Var}\,Y/n$. The second term is the price of any other slope, including $\beta=1$, which adds the mean-field twist correction unscaled.

**QMC noise limits $r$.** Since $\eta$ has zero mean at each twist, it is uncorrelated with every function of $\theta$. Therefore $\mathrm{Cov}(Y,C)=\mathrm{Cov}(E,C)$ and $\mathrm{Var}\,Y=\mathrm{Var}\,E+\langle s^2\rangle$. If $\rho$ is the correlation of $E$ and $C$ without noise,

$$r^2=\rho^2\frac{\mathrm{Var}\,E}{\mathrm{Var}\,E+\langle s^2\rangle},\qquad
(1-r^2)\mathrm{Var}\,Y=(1-\rho^2)\mathrm{Var}\,E+\langle s^2\rangle .$$

The control reduces the twist scatter and leaves the sampling noise untouched. Even a perfect control, $\rho^2=1$, leaves $\langle s^2\rangle/n$.

## Fitting the slope on the same twists

In practice $\beta$ is replaced by the least-squares slope

$$b=\frac{\sum_i(C_i-\bar C)Y_i}{S},\qquad S=\sum_i(C_i-\bar C)^2 ,$$

and the estimate $\hat E=\bar Y-b(\bar C-\mu_C)$ is the fitted line read at $C=\mu_C$.

To find its variance, assume that $Y_i=\bar E+\beta^*(C_i-\mu_C)+e_i$, where $e_i$ has zero mean and constant variance $v$ at given $C_i$. Then $v=(1-r^2)\mathrm{Var}\,Y$. Because $\sum_i(C_i-\bar C)=0$ and $\sum_i(C_i-\bar C)(C_i-\mu_C)=S$, we have $b=\beta^*+\sum_i(C_i-\bar C)e_i/S$. Substitution gives

$$\hat E=\bar E+\sum_i w_ie_i,\qquad w_i=\frac1n-\frac{(\bar C-\mu_C)(C_i-\bar C)}{S}.$$

In $\sum_i w_i^2$ the cross term vanishes, again because the deviations sum to zero. At given $C_i$,

$$\mathrm{Var}\,\hat E=v\left[\frac1n+\frac{(\bar C-\mu_C)^2}{S}\right].$$

The second term grows when the line must be read far from the centre of the data. The residuals are the projection of the vector $e$ onto the $n-2$ directions orthogonal to the constant vector and to $C$, so their squared sum has mean $(n-2)v$. This gives the estimate of $v$ used for the error bar.

If $C$ is also Gaussian with variance $\sigma^2$, then $\bar C$ and $S$ are independent, $\langle(\bar C-\mu_C)^2\rangle=\sigma^2/n$, and $S/\sigma^2$ is a chi-square variable $x$ with $k=n-1$ degrees of freedom. Its density is proportional to $x^{k/2-1}e^{-x/2}$, so for $k>2$

$$\left\langle\frac1x\right\rangle=\frac{2^{k/2-1}\,\Gamma(k/2-1)}{2^{k/2}\,\Gamma(k/2)}=\frac1{k-2}=\frac1{n-3}.$$

The bracket averages to $\frac1n\left(1+\frac1{n-3}\right)$. The conditional mean of $\hat E$ is the constant $\bar E$ and adds no variance. Thus

$$\mathrm{Var}\,\hat E=\frac{\mathrm{Var}\,Y}{n}(1-r^2)\,\frac{n-2}{n-3}\qquad(n>3).$$

Under these assumptions the fit beats the plain average if $r^2>1/(n-2)$, which is $0.1$ for $n=12$.

Real twist data need not follow a straight line, and then the fitted estimate has a bias. Write $\delta=C-\mu_C$ and let $\epsilon=Y-\bar E-\beta^*\delta$ be the residual, which has zero mean and $\langle\delta\epsilon\rangle=0$. To leading order $b-\beta^*\approx\sum_i\delta_i\epsilon_i/(n\,\mathrm{Var}\,C)$. Multiplying by $\bar C-\mu_C=\sum_j\delta_j/n$ and averaging, only $i=j$ survives:

$$\langle\hat E\rangle-\bar E\approx-\frac{\langle\delta^2\epsilon\rangle}{n\,\mathrm{Var}\,C}.$$

The bias falls as $1/n$ and the statistical error as $1/\sqrt n$. A slope taken from separate pilot twists has no such bias, since it is fixed before the main data are drawn.

## How dense the cheap average must be

Let $\mu_C$ be replaced by the mean of $C$ over $M$ further independent random twists. This adds $\beta^2\mathrm{Var}\,C/M$:

$$\mathrm{Var}\,\hat E_\beta=\frac{\mathrm{Var}\,Y-2\beta\,\mathrm{Cov}(Y,C)}{n}+\beta^2\,\mathrm{Var}\,C\left(\frac1n+\frac1M\right).$$

Setting the derivative with respect to $\beta$ to zero gives $\beta=\beta^*M/(M+n)$, and at this slope

$$\mathrm{Var}\,\hat E=\frac{\mathrm{Var}\,Y}{n}\left(1-r^2\frac{M}{M+n}\right).$$

If $\beta^*$ is kept instead, the added variance is $r^2\,\mathrm{Var}\,Y/M$. It is negligible when $M\gg n\,r^2/(1-r^2)$, so a better control needs a denser average. A regular grid has no random error, but its quadrature error in $\mu_C$ enters the result multiplied by $\beta$. It is checked by refining the grid.

## Pseudocode

```
input: n > 3, cheap method C(theta), QMC method
draw theta_1..theta_n independently, uniform in the twist zone
for each i:
    c[i] = C(theta_i)
    y[i] = QMC energy at theta_i
mu = mean of C on a dense grid
cm, ym = mean(c), mean(y)
S = sum((c - cm)^2)
b = sum((c - cm)*(y - ym)) / S
E = ym - b*(cm - mu)
res = y - ym - b*(c - cm)
v = sum(res^2) / (n - 2)
error = sqrt(v * (1/n + (cm - mu)^2 / S))
refine the grid for mu until the change in b*mu is small beside error
```

The QMC error bars are not added to `error`, because the residuals already contain the noise. Energies should be centred before products are summed, as written, to avoid cancellation between large totals.

## Cost

The regression takes of order $n$ operations. The real costs are the QMC runs and the dense set of cheap calculations.

The control also changes the best length of a QMC run. Let each twist cost $\tau_0$ for set-up and equilibration plus $m\tau_s$ for $m$ samples. Write the residual variance per twist as $A+B/m$, with $A=(1-\rho^2)\mathrm{Var}\,E$ and $B=m\langle s^2\rangle$. $B$ does not depend on $m$ if the samples are independent or the run is long compared with the autocorrelation time. At fixed total time, $n$ is inversely proportional to $\tau_0+m\tau_s$, so, apart from the cost of fitting the slope, the variance is proportional to

$$(A+B/m)(\tau_0+m\tau_s)=A\tau_0+B\tau_s+Am\tau_s+B\tau_0/m .$$

This is least at $m=\sqrt{B\tau_0/(A\tau_s)}$. A good control makes $A$ small and so favours longer runs at each twist.

## Worked example

The model is an extended Hubbard model on a periodic $4\times3$ lattice with three electrons of each spin, hopping $t$, on-site repulsion $U=8t$ and neighbour repulsion $V=t$. Energies are total energies of the cell in units of $t$, the natural unit here. The trial function is a product of plane-wave Fermi-sea determinants, one per spin, and a Jastrow factor that suppresses double occupancies and neighbour pairs. Its two parameters are the same at all twists.

The control is the HF energy of the same determinants. They are self-consistent, because their Fock operator is translation-invariant, but they need not be the lowest HF solution. There are 48400 configurations, few enough to enumerate, so the variational Monte Carlo (VMC) energy is also known without sampling noise. The runs draw independent configurations directly from $|\Psi|^2$; a larger system would need a Markov chain.

At the twist $(1.5,2.0)$ the HF, VMC and exact energies of the model are $-5.10t$, $-8.00t$ and $-8.18t$. HF is about $3t$ too high, which does not matter if it varies with twist as VMC does.

**One campaign.** Twelve random twists with 2000 samples each gave $\bar Y=-7.645t$, with a plain standard error of $0.075t$. The HF mean at these twists was $-4.736t$ and the dense mean $-4.838t$, so the sample lay $0.101t$ too high. The fitted slope was $0.866$, and

$$\hat E=-7.645t-0.866\times0.101t=-7.732t,$$

with an error bar of $0.026t$. The enumerated average on a $24\times24$ grid is $-7.718t$. The plain average misses it by $0.073t$, the corrected one by $-0.015t$.

**Many campaigns.** One success proves little, so 20000 campaigns were simulated from the enumerated energies with Gaussian noise of the computed size. Here $\rho^2=0.936$ and $r^2=0.932$, so the predicted variance ratio is $1-r^2=0.068$. The simulated ratio to the plain variance was

- $0.069$ with the optimal slope $0.760$;
- $0.081$ with the fitted slope;
- $0.164$ with unit slope (predicted $0.161$);
- $0.376$ with $\mu_C$ from only $M=24$ random twists and the reduced slope $\beta^*M/(M+n)$ (predicted $0.379$).

With the fitted slope, twelve twists are worth $12/0.081\approx150$ uncorrected ones of the same length.

The fit raised the variance by a factor $1.17$ over the optimal slope, against $10/9\approx1.11$ from the Gaussian formula, which is therefore only a guide here. The bias was $-0.0045t$, small beside the statistical error but resolved. The squared error bar was on average 7% below the true variance, so the quoted errors are slightly too small.

## When the better theory is the worse control

The band energy alone, without any interaction, correlates better with VMC than HF does: $\rho^2=0.993$ against $0.936$. For this model the two controls differ by a constant and by the exchange energy

$$E_x=-24V\left(|\rho_x|^2+|\rho_y|^2\right),\qquad \rho_\alpha=\frac1{12}\sum_{q\ \mathrm{occ}}e^{iq_\alpha},$$

where the sum runs over the three occupied plane waves of one spin, and 24 counts 12 bonds per direction for two spins. $E_x$ depends on which plane waves are filled, and otherwise not on $\theta$.

Two kinds of filling occur, up to reflection. With $q=(0,0),(-\frac{\pi}{2},0),(0,-\frac{2\pi}{3})$ the squared sums are $|2-i|^2=5$ and $|2+e^{-2\pi i/3}|^2=3$, so $E_x=-24V\cdot8/144=-4V/3$. With $q=(0,0),(\pm\frac{\pi}{2},0)$ they are $1$ and $9$, so $E_x=-24V\cdot10/144=-5V/3$. The HF energy thus jumps by $V/3=0.33t$ where the filling changes.

VMC follows only a small part of this jump. Enumerating both fillings at the same twist on the boundary between them gives a VMC step of the same sign but only $0.04t$ to $0.09t$, depending on the point of the boundary. One twist of the campaign shows the effect roughly. Of its twelve twists, only $(2.768,0.076)$ has the second filling. Its HF energy is $-4.743t$; without the extra exchange it would be $-4.410t$. Its VMC energy is $-7.406t$, close to the $-7.403t$ found at $(0.279,2.059)$, where the first filling has an HF energy of $-4.429t$. With a sampling noise of about $0.02t$ per twist, this pair shows that most of the $0.33t$ is absent from VMC, but it cannot resolve the part that remains. The cause is not examined here.

A control should therefore be chosen by its measured correlation, preferably on pilot twists, and not by the accuracy of its energy.

## Other failure modes

- **Mismatched twists.** Each cheap energy must be paired with the QMC run at its own twist, and $\mu_C$ must be the average of that same function. A control computed for another cell or particle number does not bias the fixed-slope estimate, but nothing then ensures a large $r$. When the control energies were scrambled over the whole grid of twists, so that $C$ was uncorrelated with $E$, the fit raised the variance by 11% over the plain average. Mispairing within one campaign can cost more: if the twelve values are shifted so that every pair is wrong, $\bar C$ still follows $\bar Y$ but the fitted slope averages about $-\beta^*/(n-1)$, and the variance rises by about 24%.
- **A control with memory.** If a self-consistent calculation starts from the previous twist's density and can end in different solutions, $C$ is no longer a function of $\theta$, and its dense mean may not match its values at the QMC twists. Start every twist in the same way.
- **Too little variation.** The scale of $C$ does not matter, since multiplying $C$ by a constant leaves $\hat E$ and its error bar unchanged. But if the sampled twists cover only a small part of the range that $C$ spans over the zone, $S$ is small compared with $n\,\mathrm{Var}\,C$, the slope is poorly determined, and the term $(\bar C-\mu_C)^2/S$ can dominate the error.
- **QMC twists on a regular grid.** The variance formulas assume independent random twists and do not give the error of a grid average.
- **Other finite-size errors.** The method estimates $\bar E$ for the given cell. Whatever separates $\bar E$ from the infinite system remains.

The variance laws for fixed slope, noise and finite $M$, and the Gaussian factor for a fitted slope, are tested in the numerical check.

## Table of computed values

```
lattice 4 x 3, electrons per spin 3, U = 8.0 t, V = 1.0 t
configurations: 48400; Jastrow u = 1.07, w = 0.20
check twist (rad): 1.5, 2.0
  HF energy    = -5.0999 t
  VMC energy   = -7.9985 t (enumerated)
  exact energy = -8.1770 t (diagonalization)
Enumerated 24 x 24 grid of the reduced zone:
  mean VMC energy     = -7.7177 t
  mean HF energy      = -4.8384 t
  std of VMC energy   = 0.3098 t
  std of HF energy    = 0.3942 t
  rms VMC noise/twist = 0.0211 t (2000 samples)
  optimal slope beta  = 0.7604
  rho^2 (no noise)    = 0.93606
  rho^2, band energy as control = 0.99254
  r^2 (with noise)    = 0.93175
  1 - rho^2 = 0.06394;  1 - r^2 = 0.06825
20000 campaigns of n = 12: variance / plain variance
  optimal fixed slope = 0.06870
  unit slope          = 0.16383 (law 0.16073)
  fitted slope        = 0.08070
  scrambled control   = 1.1125
  mu_C from M = 24 random twists = 0.3763 (law 0.3788)
  fitted / optimal variance = 1.1746 (Gaussian law 1.1111)
  bias of fitted estimate = -0.00454 t +- 0.00018 t
  mean error^2 / true variance, fitted = 0.9296
  break-even r^2 = 0.100
Gaussian data, n = 8, r = 0.8: factor 1.2015 (law 1.2000)
One campaign: twist x, y (rad), HF (t), VMC (t), VMC error (t)
   -2.639   0.784   -4.7975   -7.7195  0.0228
    1.748   3.117   -4.3029   -7.2675  0.0221
    0.279   2.059   -4.4293   -7.4027  0.0213
    0.297  -1.945   -4.4821   -7.4706  0.0210
    2.030  -1.758   -5.1837   -8.0303  0.0229
    2.035   1.867   -5.1630   -8.0409  0.0198
   -3.012   2.556   -4.4637   -7.3995  0.0218
   -0.977   1.848   -4.9619   -7.8687  0.0206
   -1.239  -0.798   -4.8714   -7.7815  0.0224
    2.849  -2.500   -4.6011   -7.5802  0.0213
   -2.665   0.874   -4.8369   -7.7670  0.0215
    2.768   0.076   -4.7430   -7.4063  0.0174
  mean HF at the 12 twists = -4.7364 t
  dense HF mean, 200 x 200 = -4.83765 t; 100 x 100 = -4.83765 t
  fitted slope       = 0.8661
  plain average      = -7.6446 +- 0.0752 t
  corrected average  = -7.7323 +- 0.0255 t
  corrected - enumerated mean = -0.0145 t
  plain - enumerated mean     = 0.0732 t
```
